# Three-Dimensional Poole–Frenkel Emission: Hartke's Angular Average and Its Limits, part 1

(Sections cited here and not found follow in the second part.)

## The escape model and its angular average

Let a trap have a charge of magnitude $q$ once it has released its carrier, and let the carrier have the opposite charge, also of magnitude $q$. A donor that is neutral when filled and positive when empty is such a trap for electrons. The host has static permittivity $\varepsilon=\varepsilon_r\varepsilon_0$, and a uniform electric field of magnitude $F$ acts on the carrier. The distance from the trap centre is $r$, and $\theta$ is the angle from the downhill direction, which is the direction of the force on the carrier. For an electron this is opposite to the field vector. With

$$
A=\frac{q^2}{4\pi\varepsilon},\qquad f=qF,
$$

the potential energy of the carrier is

$$
V(r,\theta)=-\frac{A}{r}-f r\cos\theta. \tag{1}
$$

The first term is the Coulomb attraction. The second is the work done by the field, with the minus sign because a downhill displacement lowers the energy. Energies are in eV and lengths in nm, so $A$ is in eV nm and $f$ in eV/nm. Since $1\ \mathrm{MV/cm}=0.1\ \mathrm{V/nm}$, a field of $1\ \mathrm{MV/cm}$ gives $f=0.1\ \mathrm{eV/nm}$. The zero of energy is the band edge at the position of the trap, as it would be without the trap's own potential.

The bound level lies at $-E_t$, where $E_t$ is the zero-field trap depth. The level is assumed not to move with the field. A linear shift is absent when the bound charge is distributed symmetrically about the centre, and the quadratic shift is neglected. Boltzmann's constant is $k$, the temperature is $T$, and the zero-field emission rate is written

$$
e(0)=\nu\,e^{-E_t/kT}, \tag{2}
$$

where $\nu$ is the attempt prefactor.

Without a field all directions are equivalent, and each unit of solid angle carries the rate $e(0)/4\pi$. With a field, let $\delta(\theta)$ be the amount by which the barrier in direction $\theta$ is lowered. The model assigns to the solid angle $d\Omega$ the rate

$$
de=\frac{\nu}{4\pi}\,\exp\!\left[-\frac{E_t-\delta(\theta)}{kT}\right]d\Omega . \tag{3}
$$

This contains two assumptions. The prefactor per unit solid angle depends neither on direction nor on field, and the directions act as independent parallel channels. Dividing (3) by (2) and integrating over the sphere gives the enhancement

$$
R=\frac{e(F)}{e(0)}=\frac{1}{4\pi}\int \exp\!\left[\frac{\delta(\theta)}{kT}\right]d\Omega . \tag{4}
$$

The trap depth and the prefactor have cancelled. What remains is to specify $\delta(\theta)$.

Hartke's model takes the carrier to leave along a straight ray. On a ray in the downhill hemisphere, $\cos\theta>0$, the derivative of (1) is

$$
\frac{\partial V}{\partial r}=\frac{A}{r^2}-f\cos\theta .
$$

It is positive close to the trap, where attraction dominates, and negative far away, where the field dominates. It vanishes once, at

$$
r_m(\theta)=\sqrt{\frac{A}{f\cos\theta}} . \tag{5}
$$

The second derivative, $-2A/r^3$, is negative, so this point is a maximum along the ray. The two terms of (1) are equal there, because

$$
\frac{A}{r_m}=\sqrt{Af\cos\theta},\qquad
f r_m\cos\theta=\sqrt{Af\cos\theta}.
$$

Hence $V(r_m,\theta)=-2\sqrt{Af\cos\theta}$. At zero field the carrier must climb to energy zero, so the lowering is

$$
\delta(\theta)=\Delta\sqrt{\cos\theta},\qquad
\Delta=2\sqrt{Af}=q\sqrt{\frac{qF}{\pi\varepsilon}} . \tag{6}
$$

The last form follows from $2\sqrt{q^3F/(4\pi\varepsilon)}=\sqrt{q^3F/(\pi\varepsilon)}$. The quantity $\Delta$ is the usual one-dimensional Poole–Frenkel lowering, reached on the downhill axis. Thermal activation over a barrier requires $\Delta<E_t$, and the exponential form (3) needs the remaining barrier $E_t-\Delta$ to be several times $kT$.

The maximum on an oblique ray is not a stationary point of the full potential. The transverse force at any point is

$$
-\frac{1}{r}\frac{\partial V}{\partial\theta}=-f\sin\theta ,
$$

which pushes the carrier towards smaller $\theta$. The one stationary point of $V$ is the saddle on the downhill axis, at

$$
r_0=\sqrt{A/f}. \tag{7}
$$

A carrier that starts obliquely is therefore deflected towards the easier direction, and the straight ray is an approximation. Its cost is computed in the second half.

In the uphill hemisphere, $\cos\theta<0$, the radial derivative is

$$
\frac{\partial V}{\partial r}=\frac{A}{r^2}+f|\cos\theta|>0 .
$$

The energy rises without limit along the ray, and there is no barrier top to which an activation energy could refer. A carrier held to such a ray would never leave. The model instead sets $\delta=0$ there, so that the uphill hemisphere emits at its zero-field rate. This is an assumption about carriers that reach energy zero and are then turned round by the field; it does not follow from the ray potential. Two properties speak for it. It joins continuously to (6), which vanishes at $\theta=\pi/2$, and it gives the required value $R=1$ at zero field. If the uphill emission were dropped, $R$ would tend to $1/2$ as the field vanished, in contradiction with its definition.

The average (4) can now be carried out. The integrand does not depend on the azimuth, so $d\Omega=2\pi\sin\theta\,d\theta$, and

$$
R=\frac12\int_{\pi/2}^{\pi}\sin\theta\,d\theta
+\frac12\int_0^{\pi/2}\exp\!\left(\gamma\sqrt{\cos\theta}\right)\sin\theta\,d\theta,
\qquad \gamma=\frac{\Delta}{kT}. \tag{8}
$$

The first integral equals 1 and contributes $1/2$. In the second, put $u=\cos\theta$, so that $du=-\sin\theta\,d\theta$. The limits run from 1 to 0, and the minus sign restores their order:

$$
G(\gamma)=\frac12\int_0^1 e^{\gamma\sqrt u}\,du .
$$

Next put $u=s^2$, with $du=2s\,ds$. The factor 2 cancels the factor $1/2$:

$$
G(\gamma)=\int_0^1 s\,e^{\gamma s}\,ds . \tag{9}
$$

Integration by parts, with $e^{\gamma s}$ integrated and $s$ differentiated, gives

$$
G=\left[\frac{s\,e^{\gamma s}}{\gamma}\right]_0^1-\frac1\gamma\int_0^1e^{\gamma s}\,ds
=\frac{e^\gamma}{\gamma}-\frac{e^\gamma-1}{\gamma^2}
=\frac{1+(\gamma-1)e^\gamma}{\gamma^2}.
$$

The enhancement is therefore

$$
R(\gamma)=\frac12+\frac{1+(\gamma-1)e^\gamma}{\gamma^2}. \tag{10}
$$

This is Hartke's result. It is an exact average within the stated model. In a test, the ray maxima of (1) were located numerically and their exponentials averaged by quadrature at $\gamma=4.52$, 2.26 and 0.90. The averages agreed with (10) to within one part in $10^4$ of its value.

The one-dimensional law gives every direction the axial lowering, so $R_1=e^\gamma$. The factor that corrects it is

$$
C(\gamma)=\frac{R}{R_1}=\frac{e^{-\gamma}}{2}+\frac{\gamma-1+e^{-\gamma}}{\gamma^2}. \tag{11}
$$

For weak fields, expand the exponential in (9) and integrate term by term. Since $\int_0^1s^{n+1}ds=1/(n+2)$,

$$
G=\sum_{n=0}^{\infty}\frac{\gamma^n}{n!\,(n+2)},\qquad
R=1+\frac{\gamma}{3}+\frac{\gamma^2}{8}+\frac{\gamma^3}{30}+\cdots . \tag{12}
$$

The term $n=0$ supplies the other half of the zero-field rate. The one-dimensional law begins as $1+\gamma$, so the angular average reduces the initial rise to one third. Half of the directions have no lowering, and in the other half the mean of $\sqrt{\cos\theta}$ is $\int_0^1\sqrt u\,du=2/3$. Because $\gamma$ is proportional to $\sqrt F$, the model's enhancement begins as the square root of the field.

This limit has to be used with care. From (6) and (7),

$$
\gamma=\frac{2\sqrt{Af}}{kT}=\frac{2}{r_0}\,\frac{A}{kT}. \tag{13}
$$

The length $A/kT$ is the distance at which the Coulomb binding equals $kT$. For $\gamma<2$ the saddle lies beyond that distance, where the carrier is already bound by less than the thermal energy, and a sharply defined barrier top loses its meaning. As $F\to0$ the radius $r_0$ also grows without limit. It eventually exceeds the mean free path and the distance to other charges, and the isolated trap in a uniform field is then no longer the right picture.

For strong fields, (11) can be rearranged as

$$
C=\frac1\gamma\left(1-\frac1\gamma\right)+e^{-\gamma}\left(\frac12+\frac1{\gamma^2}\right). \tag{14}
$$

The second part is exponentially small, and $C\to1/\gamma$. The same factor follows from the shape of the barrier near the axis. There $\cos\theta\simeq1-\theta^2/2$, so $\sqrt{\cos\theta}\simeq1-\theta^2/4$, and the downhill average becomes

$$
G\simeq\frac{e^\gamma}{2}\int_0^\infty\theta\,e^{-\gamma\theta^2/4}\,d\theta
=\frac{e^\gamma}{2}\,\frac{2}{\gamma}=\frac{e^\gamma}{\gamma}.
$$

Emission is concentrated in a cone of angular width about $2/\sqrt\gamma$, and the factor $1/\gamma$ is the share of the sphere that this cone effectively covers. The one-dimensional law keeps the axial exponential but assigns it to the whole sphere.

A Poole–Frenkel plot shows $\ln e$ against $\sqrt F$ at fixed temperature. Writing $\gamma=b\sqrt F$, with $b=(q/kT)\sqrt{q/(\pi\varepsilon)}$, gives

$$
\frac{d\ln e}{d\sqrt F}=b\,s(\gamma),\qquad s(\gamma)=\frac{d\ln R}{d\gamma}. \tag{15}
$$

The one-dimensional law has $s=1$. To find $s$ here, call the numerator of $G$

$$
N=1+(\gamma-1)e^\gamma,\qquad N'=e^\gamma+(\gamma-1)e^\gamma=\gamma e^\gamma .
$$

The quotient rule then gives

$$
G'=\frac{N'}{\gamma^2}-\frac{2N}{\gamma^3}=\frac{e^\gamma}{\gamma}-\frac{2G}{\gamma},
\qquad
s(\gamma)=\frac{e^\gamma/\gamma-2G/\gamma}{1/2+G}. \tag{16}
$$

The behaviour of $s$ is easier to see from (4). Define $X=\delta/\Delta$, which equals $\sqrt{\cos\theta}$ downhill and 0 uphill. With $\langle\cdots\rangle$ the uniform average over the sphere,

$$
R=\langle e^{\gamma X}\rangle,\qquad
s=\frac{\langle Xe^{\gamma X}\rangle}{\langle e^{\gamma X}\rangle}. \tag{17}
$$

So $s$ is the mean of $X$ over the carriers actually emitted. Differentiating once more,

$$
\frac{ds}{d\gamma}=\frac{\langle X^2e^{\gamma X}\rangle}{\langle e^{\gamma X}\rangle}
-\left(\frac{\langle Xe^{\gamma X}\rangle}{\langle e^{\gamma X}\rangle}\right)^2>0,
$$

because this is the variance of $X$ under the same weighting, and $X$ is not constant. At zero field $s=\langle X\rangle=\tfrac12\cdot\tfrac23=\tfrac13$. Since $X\le1$, with equality on the axis alone, $s$ stays below 1. At large $\gamma$ the emission gathers round the axis and $s\to1$. The plot is thus curved upwards, with a local slope that rises from one third of the one-dimensional value towards the full value. Because $d\ln C/d\gamma=s-1<0$, the one-dimensional law overestimates the model's emission more and more as the field rises.

The slope also fixes the activation energy. Let $\beta=1/kT$, and hold the field, $\nu$ and $\varepsilon$ fixed while the temperature varies. Then $\ln e=\ln\nu-\beta E_t+\ln R(\beta\Delta)$, and the Arrhenius energy is

$$
E_{\rm app}=-\frac{d\ln e}{d\beta}=E_t-\Delta\,s(\gamma). \tag{18}
$$

It exceeds the one-dimensional value $E_t-\Delta$, because the emitted carriers have crossed barriers that are on average higher than the axial one. If the prefactor varies with temperature, for instance as $T^2$, that factor must be divided out of the measured rate before (18) is applied.

A second measure of lowering is the energy $kT\ln R$ that reproduces the size of the rate. Since $\ln R=\int_0^\gamma s(\gamma')\,d\gamma'$,

$$
kT\ln R=\Delta\,\frac1\gamma\int_0^\gamma s(\gamma')\,d\gamma'<\Delta\,s(\gamma), \tag{19}
$$

where the inequality holds because $s$ increases. One lowering cannot serve for both the rate and its temperature dependence. An Arrhenius line drawn with the energy (18) meets the axis $\beta=0$ at the apparent prefactor $\nu R\,e^{-\gamma s}$, which by (19) is smaller than $\nu$. The difference has its origin in the angular spread of barriers: as the temperature falls, fewer directions take part in the emission.

## Bent paths and a silicon contact

The carrier has potential energy $V=-A/r-fr\cos\theta$, with $A=q^2/(4\pi\varepsilon)$, $f=qF$ and $\theta$ measured from the downhill direction. The saddle lies at $r_0=\sqrt{A/f}$, at an energy $\Delta=2\sqrt{Af}$ below zero, and $\gamma=\Delta/kT$. With straight rays and unchanged uphill emission, the enhancement is $R=1/2+G$, where $G=\int_0^1se^{\gamma s}ds=[1+(\gamma-1)e^\gamma]/\gamma^2$. The one-dimensional law is $R_1=e^\gamma$, and $C=R/R_1$. The logarithmic slope is $s(\gamma)=d\ln R/d\gamma$, and the Arrhenius energy of a trap of depth $E_t$ is $E_t-\Delta s$.

The straight-ray assumption can be compared with a solvable opposite case, in which the carrier moves classically without collisions, has an isotropic mass $m$, and starts from the trap centre at angle $\theta$. Its angular momentum about the field axis is then zero, and the motion stays in a plane. Let $z$ be the downhill coordinate and $x$ the transverse one, and define $u$ and $v$ by

$$
x=uv,\qquad z=\frac{v^2-u^2}{2},\qquad r=\frac{u^2+v^2}{2}. \tag{20}
$$

The last relation follows from $u^2v^2+(v^2-u^2)^2/4=(u^2+v^2)^2/4$. The velocities are $\dot x=\dot uv+u\dot v$ and $\dot z=v\dot v-u\dot u$. On squaring and adding, the cross terms cancel, and $\dot x^2+\dot z^2=(u^2+v^2)(\dot u^2+\dot v^2)$. The momenta are therefore $p_u=m(u^2+v^2)\dot u$ and $p_v=m(u^2+v^2)\dot v$, and the Hamiltonian is

$$
H=\frac{p_u^2+p_v^2}{2m(u^2+v^2)}-\frac{2A}{u^2+v^2}-\frac f2(v^2-u^2).
$$

For motion at energy $E$, form $K=(u^2+v^2)(H-E)$:

$$
K=\frac{p_u^2+p_v^2}{2m}-2A-\frac f2(v^4-u^4)-E(u^2+v^2)=0. \tag{21}
$$

The function $K$ generates the same path in a new time $\tau$, with $dt=(u^2+v^2)\,d\tau$. Its derivatives are those of $H$ multiplied by $u^2+v^2$, plus a term proportional to $H-E$, which vanishes on the path. Because $K$ is a sum of a part in $u$ and a part in $v$, each part is conserved separately:

$$
W_u=\frac{p_u^2}{2m}+\frac f2u^4-Eu^2,\qquad
W_v=\frac{p_v^2}{2m}-\frac f2v^4-Ev^2,\qquad W_u+W_v=2A. \tag{22}
$$

The launch angle fixes how $2A$ is shared. At the centre $u=v=0$, and shortly afterwards $u$ and $v$ are proportional to $p_u$ and $p_v$. Hence

$$
\cos\theta=\frac zr=\frac{p_v^2-p_u^2}{p_v^2+p_u^2}=\frac{W_v-W_u}{2A},
$$

and with the sum in (22),

$$
W_v=A(1+\cos\theta)=2A\cos^2\frac\theta2 . \tag{23}
$$

The term $fu^4/2$ confines $u$, so the carrier can escape by growth of $v$ alone. For $E<0$ the coordinate $v$ moves in the effective potential $|E|v^2-fv^4/2$. Its derivative $2|E|v-2fv^3$ vanishes at $v^2=|E|/f$, where the potential has its maximum $E^2/f-E^2/(2f)=E^2/(2f)$. Escape requires $W_v$ to exceed this value:

$$
2A\cos^2\frac\theta2>\frac{E^2}{2f}
\quad\Longleftrightarrow\quad |E|<\Delta\cos\frac\theta2 . \tag{24}
$$

For $E\ge0$ there is no barrier in $v$, and every direction escapes except the exactly uphill one, which has no weight in the average.

Hartke's angular average has been derived for straight rays, and the escape condition (24) has been found for a carrier that follows a bent path without collisions. What remains is to turn that condition into an enhancement, compare it with Hartke's, and examine both for a deep donor in a silicon contact.
